# Two-Pulse Photon Echo: Timing and Decay in an Inhomogeneous Ensemble

Many independent two-level systems, with lower state \(g\) and upper state \(e\), have different transition frequencies \(\omega_{eg}\). Two short resonant pulses, centred at \(t=0\) and \(t=\tau\), excite them. The problem is to find when the ensemble radiates after the second pulse, and what the decay of that radiation with \(\tau\) measures.

The field is \(E=\tfrac12\mathcal E e^{-i\omega t}+\text{c.c.}\), with laser frequency \(\omega\). The dipole matrix element \(d\) along the field is real, \(\Omega=d\mathcal E/\hbar\) is the Rabi frequency, and \(\Delta=\omega_{eg}-\omega\) is the detuning. The coherence is written \(\rho_{eg}=p\,e^{-i\omega t}\), and \(w=\rho_{ee}-\rho_{gg}\) is the inversion. Before the first pulse \(p=0\) and \(w=-1\).

The detunings have a normalized density \(g(\Delta)\), fixed in time, with transform

\[
G(s)=\int g(\Delta)e^{-i\Delta s}\,d\Delta ,\qquad G(0)=1 .
\]

## (a) What does a short pulse do?

**Question.** Derive the equations for \(p\) and \(w\), and find how a pulse of area \(\theta=\int|\Omega|dt\) and phase \(\varphi\) changes them.

**Solution.** In the rotating-wave approximation the coupling is \(H_{eg}=-\tfrac12\hbar\Omega e^{-i\omega t}\). The equation \(i\hbar\dot\rho=[H,\rho]\) gives

\[
\dot\rho_{eg}=-i\omega_{eg}\rho_{eg}+\frac{i}{\hbar}H_{eg}w,\qquad
\dot\rho_{ee}=\frac i2(\Omega p^*-\Omega^*p).
\]

Removing the factor \(e^{-i\omega t}\), using \(\dot w=2\dot\rho_{ee}\), and adding relaxation gives

\[
\dot p=-\Big(i\Delta+\frac1{T_2}\Big)p-\frac i2\Omega w,\qquad
\dot w=i(\Omega p^*-\Omega^*p)-\frac{w+1}{T_1}.
\]

Here \(T_1\) is the population lifetime. Population decay damps the coherence at half its own rate, and frequency noise of short memory adds a pure dephasing rate \(1/T_\phi\), so \(1/T_2=1/(2T_1)+1/T_\phi\).

A pulse counts as short if \(\Delta\), \(1/T_1\) and \(1/T_2\) have no time to act during it. Put \(\Omega=|\Omega|e^{i\varphi}\) and \(p=(x+iy)e^{i\varphi}\). Then

\[
\dot x=0,\qquad \frac{d(2y)}{dt}=-|\Omega|w,\qquad \dot w=|\Omega|(2y).
\]

The pair \((2y,w)\) rotates through the angle \(\theta\):

\[
2y_+=2y\cos\theta-w\sin\theta,\qquad w_+=w\cos\theta+2y\sin\theta .
\]

With \(x=\tfrac12(pe^{-i\varphi}+p^*e^{i\varphi})\) and \(iy=\tfrac12(pe^{-i\varphi}-p^*e^{i\varphi})\), the new coherence \(p_+=(x+iy_+)e^{i\varphi}\) becomes

\[
p_+=\cos^2\!\tfrac\theta2\,p+\sin^2\!\tfrac\theta2\,e^{2i\varphi}p^*-\tfrac i2\sin\theta\,e^{i\varphi}w .
\]

The coefficients of \(p\) and \(p^*\) are \((1\pm\cos\theta)/2\). The term with \(p^*\) reverses the sign of any phase accumulated earlier.

## (b) What is the coherence after both pulses?

**Question.** Find \(p(t)\) for \(t>\tau\), for one detuning and pulses \((\theta_1,\varphi_1)\), \((\theta_2,\varphi_2)\).

**Solution.** The first pulse acts on \(p=0\), \(w=-1\) and leaves \(p=\tfrac i2\sin\theta_1e^{i\varphi_1}\), \(w=-\cos\theta_1\). Free evolution up to the second pulse gives

\[
p_-=\tfrac i2\sin\theta_1e^{i\varphi_1}e^{-(i\Delta+1/T_2)\tau},\qquad
w_-=-1+(1-\cos\theta_1)e^{-\tau/T_1}.
\]

The second pulse is applied with the map of (a), and each term is multiplied by \(e^{-(i\Delta+1/T_2)(t-\tau)}\). The result is \(p=p_1+p_2+p_{\rm c}\), with

\[
\begin{aligned}
p_1&=\tfrac i2\sin\theta_1\cos^2\!\tfrac{\theta_2}2\,e^{i\varphi_1}e^{-t/T_2}e^{-i\Delta t},\\
p_2&=-\tfrac i2\sin\theta_2\,w_-\,e^{i\varphi_2}e^{-(t-\tau)/T_2}e^{-i\Delta(t-\tau)},\\
p_{\rm c}&=-\tfrac i2\sin\theta_1\sin^2\!\tfrac{\theta_2}2\,e^{i(2\varphi_2-\varphi_1)}e^{-t/T_2}e^{-i\Delta(t-2\tau)} .
\end{aligned}
\]

In \(p_{\rm c}\), conjugation turns \(-\Delta\tau\) into \(+\Delta\tau\), and the later evolution adds \(-\Delta(t-\tau)\). The sum is \(-\Delta(t-2\tau)\). Damping is not reversed: \(e^{-\tau/T_2}\) is real, so conjugation leaves it alone, and the second interval multiplies it by \(e^{-(t-\tau)/T_2}\). The lifetime \(T_1\) enters \(p_{\rm c}\) through \(T_2\) alone, whereas \(p_2\) also contains it through \(w_-\).

## (c) When does the ensemble radiate, and how strongly?

**Question.** Average over detunings. At what time do the phases in \(p_{\rm c}\) coincide, and how does the intensity at that time depend on \(\tau\)? How is this term separated from the others?

**Solution.** The average, marked by a bar, replaces \(e^{-i\Delta(t-2\tau)}\) by \(G(t-2\tau)\):

\[
|\bar p_{\rm c}(t)|^2=\tfrac14\sin^2\theta_1\sin^4\!\tfrac{\theta_2}2\;e^{-2t/T_2}\,|G(t-2\tau)|^2 .
\]

At \(t=2\tau\), counted from the first pulse, every detuning contributes the same phase and \(G(0)=1\). The radiated intensity is proportional to \(|\bar p_{\rm c}|^2\), so

\[
\boxed{I(2\tau)\propto\sin^2\theta_1\sin^4\!\tfrac{\theta_2}2\;e^{-4\tau/T_2}} .
\]

The coherence lives for a time \(2\tau\), which gives the amplitude \(e^{-2\tau/T_2}\). Squaring it gives the exponent \(4\tau/T_2\). The prefactor is largest for \(\theta_1=\pi/2\), \(\theta_2=\pi\).

For beams with wave vectors \(\mathbf k_1,\mathbf k_2\), the phases at position \(\mathbf r\) are \(\varphi_j=\mathbf k_j\cdot\mathbf r\). The three terms then radiate along \(\mathbf k_1\), \(\mathbf k_2\) and \(2\mathbf k_2-\mathbf k_1\), so the direction isolates \(p_{\rm c}\). For collinear beams the separation comes from the broad distribution: at \(t=2\tau\) the other terms carry \(G(2\tau)\) and \(G(\tau)\), which are small if \(\tau\) is long compared with the inverse width of a smooth \(g\).

The width has a second role. The value at \(t=2\tau\) does not depend on it, but the existence of a pulse of light there does. If all detunings are equal, \(|G|=1\), and the signal along \(2\mathbf k_2-\mathbf k_1\) starts at \(t=\tau\) and falls as \(e^{-2t/T_2}\). There is then no echo.

## (d) How broad must the distribution be?

**Question.** For a Gaussian \(g\) of standard deviation \(\sigma\), centred on the laser, find the true maximum of the echo. Then find the signal of a slow detector, which integrates the intensity over time, for \(\theta_1=\pi/2\), \(\theta_2=\pi\).

**Solution.** Completing the square in the integral for \(G\) gives \(G(s)=e^{-\sigma^2s^2/2}\). With \(s=t-2\tau\),

\[
|\bar p_{\rm c}|^2=\tfrac14e^{-4\tau/T_2}\exp\!\Big(-\frac{2s}{T_2}-\sigma^2s^2\Big).
\]

The derivative of the exponent vanishes at

\[
s_{\max}=-\frac1{\sigma^2T_2}.
\]

There the last exponent equals \(2/(\sigma T_2)^2-1/(\sigma T_2)^2=1/(\sigma T_2)^2\). The maximum is slightly early, because damping favours earlier times, and it is higher than the value at \(2\tau\) by the factor \(e^{1/(\sigma T_2)^2}\). This factor does not contain \(\tau\), so the maximum also decays as \(e^{-4\tau/T_2}\). It lies after the second pulse if \(\sigma^2T_2\tau>1\). The shift is small compared with the echo duration, which is of order \(1/\sigma\), if \(\sigma T_2\gg1\).

For the integrated signal \(S=\int_\tau^\infty|\bar p_{\rm c}|^2dt\), put \(a=1/(\sigma T_2)\) and \(u=\sigma s+a\). Then \(-2s/T_2-\sigma^2s^2=a^2-u^2\), and the lower limit \(s=-\tau\) becomes \(u=a-\sigma\tau\equiv b\). Hence

\[
S=\frac{e^{-4\tau/T_2+a^2}}{4\sigma}\int_b^\infty e^{-u^2}du
=\frac{\sqrt\pi}{8\sigma}\,e^{-4\tau/T_2+a^2}\,\mathrm{erfc}(b).
\]

*Broad distribution.* If \(\sigma\tau-a\gg1\), then \(\mathrm{erfc}(b)\to2\), the whole echo is collected, and \(S\propto e^{-4\tau/T_2}\).

*No broadening.* If \(\sigma\to0\), then \(b\to\infty\) and \(\mathrm{erfc}(b)\to e^{-b^2}/(b\sqrt\pi)\). Since \(a^2-b^2=2\tau/T_2-\sigma^2\tau^2\) and \(\sigma b\to1/T_2\),

\[
S\to\frac{T_2}8e^{-2\tau/T_2}.
\]

The rate is halved because the signal is now a decay that starts at \(\tau\).

A direct sum over detunings, with \(T_2=1000\) ps and \(\tau\) raised from 500 to 600 ps, gives a decay rate of \(S\), in units of \(1/T_2\), of 2.001 for \(\sigma T_2=0.10\), 2.243 for \(\sigma T_2=1.00\), and 4.000 for \(\sigma T_2=26.68\). A slow detector therefore yields \(T_2\) only if the type of broadening is known. Using the wrong limit changes the inferred \(T_2\) by a factor of two.

## (e) Does the pulse have to be a delta function?

**Question.** Let each pulse occupy a window of length \(T_p\) centred on \(0\) or \(\tau\), with \(\tau>T_p\). Which part of the result survives?

**Solution.** The equations of motion are linear in the density matrix. The first pulse therefore leaves a coherence \(A(\Delta)e^{i\varphi_1}\), and the second converts \(p^*\) into \(B(\Delta)e^{2i\varphi_2}p^*\). The functions \(A\) and \(B\) contain detuning and damping during the pulses, but not \(\tau\). The free intervals last \(\tau-T_p\) and \(t-\tau-T_p/2\). With \(t=2\tau+s\), after the second window, the coherence with phase \(2\varphi_2-\varphi_1\) is, apart from this phase,

\[
\bar p_{\rm c}=e^{-2\tau/T_2}\,e^{-(s-3T_p/2)/T_2}\int gBA^*e^{-i\Delta(s+T_p/2)}d\Delta .
\]

Everything after the first factor depends on \(s\) but not on \(\tau\). At fixed pulses, \(g\) and \(T_2\), finite duration can change the height, shape and peak time of the echo, while its intensity at any fixed \(s\) still decays as \(e^{-4\tau/T_2}\).

## (f) What if the frequency noise has memory?

**Question.** Replace the constant rate \(1/T_\phi\) by Gaussian frequency noise with correlation \(\delta^2e^{-|t-t'|/\tau_c}\). Find the resulting loss of echo amplitude at \(2\tau\).

**Solution.** The noise phase enters with sign \(\eta=+1\) before the second pulse and \(\eta=-1\) after it, up to an overall sign. For a Gaussian phase \(\Phi\) of zero mean, \(\langle e^{i\Phi}\rangle=e^{-\langle\Phi^2\rangle/2}\). The amplitude is therefore multiplied by \(e^{-D}\), with

\[
D=\frac{\delta^2}2\int_0^{2\tau}\!\!\int_0^{2\tau}\eta(t)\eta(t')e^{-|t-t'|/\tau_c}\,dt\,dt' .
\]

Let \(x=\tau/\tau_c\). Each of the two equal-sign squares gives \(2\tau_c^2(x-1+e^{-x})\). Each of the two opposite-sign squares gives \(-\tau_c^2(1-e^{-x})^2\). Adding them,

\[
D=\delta^2\tau_c^2\,[\,2x-3+4e^{-x}-e^{-2x}\,].
\]

*Short memory,* \(x\gg1\): \(D\to2\delta^2\tau_c\tau-3\delta^2\tau_c^2\). With \(1/T_\phi=\delta^2\tau_c\), the intensity factor \(e^{-2D}\) is \(e^{-4\tau/T_\phi}e^{6\tau_c/T_\phi}\). The exponential law holds, with a constant correction.

*Long memory,* \(x\ll1\): the terms up to \(x^2\) cancel, and \(D\to\tfrac23\delta^2\tau^3/\tau_c\). The echo removes the static part of the noise, and its slow drift remains. In this regime a single \(T_2\) does not describe the decay. Numerical integration gives a ratio of 7.94 between \(D\) at \(x=0.02\) and at \(x=0.01\), close to the limiting value 8.

## (g) What are the numbers for colour centres in diamond?

**Question.** Evaluate the echo for a layer of silicon-vacancy centres in diamond at 4 K, driven on one zero-phonon line, and size the neglected effects.

**Solution.** Rough typical values are a wavelength of 737 nm, a ground-state splitting of 50 GHz, \(T_1=1700\) ps and a refractive index \(n=2.4\). Chosen values are \(T_2=1000\) ps, an inhomogeneous full width at half maximum of 10 GHz, a density of \(10^{13}\ \mathrm{cm^{-3}}\), a layer thickness \(L=10\) µm, and pulses of 20 ps intensity full width.

*Timing and decay.* The width gives

\[
\sigma=\frac{2\pi\times0.010\ \mathrm{ps^{-1}}}{\sqrt{8\ln2}}=0.0267\ \mathrm{rad/ps},\qquad \sigma T_2=26.7 .
\]

For short pulses the maximum comes \(1/(0.0267^2\times1000)\approx1.4\) ps before \(2\tau\) and is 0.14% above the value there. The intensity decay time is \(T_2/4=250\) ps. Relative to its extrapolation to \(\tau=0\), the intensity is 0.368 for \(\tau=250\) ps, 0.135 for 500 ps and 0.018 for 1000 ps.

*Dipole.* The spontaneous rate follows from the golden rule, \(1/T_1=2\pi|q|^2\rho\). Here \(|q|^2=d_0^2\omega/(6\hbar\varepsilon_0n^2V)\) is the squared coupling to one mode of volume \(V\), averaged over directions, and \(\rho=Vn^3\omega^2/(\pi^2c^3)\) is the mode density. Thus

\[
d_0^2=\frac{3\pi\varepsilon_0\hbar c^3}{n\omega^3T_1},\qquad d_0=5.9\times10^{-29}\ \mathrm{C\,m}.
\]

Within this estimate, which omits local-field corrections, \(d_0\) is an upper value, because it assigns the whole decay to one line. The line's dipole is taken along the centre's \(\langle111\rangle\) axis. A field along [001] has the projection \(1/\sqrt3\) on all four axes, so all centres see the same pulse area, with \(d=d_0/\sqrt3=3.4\times10^{-29}\ \mathrm{C\,m}\).

*Emitted intensity.* The polarization is \(\tfrac12\mathcal Pe^{-i\omega t}+\text{c.c.}\) with \(\mathcal P=2Nd\bar p_{\rm c}\). For slowly varying amplitudes travelling with \(k=n\omega/c\), the wave equation reduces to \(2ik\,d\mathcal E/dz=-\omega^2\mathcal P/(\varepsilon_0c^2)\). A thin layer therefore emits

\[
\mathcal E_s=\frac{i\omega L}{2\varepsilon_0nc}\,2Nd\,\bar p_{\rm c},\qquad I=\tfrac12n\varepsilon_0c|\mathcal E_s|^2 .
\]

At 4 K the Boltzmann factor for 50 GHz leaves a share 0.646 of the centres in the lower ground branch, so \(N=0.646\times10^{19}\ \mathrm{m^{-3}}\). For \(\tau=500\) ps, \(|\bar p_{\rm c}|=\tfrac12e^{-1}\). With \(\omega/c=2\pi/\lambda\),

\[
|\mathcal E_s|=\frac{\pi L}{\varepsilon_0n\lambda}Nd\,e^{-1}\approx1.6\times10^{2}\ \mathrm{V/m},\qquad I=8.4\times10^{-3}\ \mathrm{W/cm^2}.
\]

These are short-pulse values inside the crystal. Because \(d_0\) is an upper value, they are upper estimates too: at fixed pulse areas the field scales as \(d\) and the intensity as \(d^2\).

*Neglected effects.* The largest one sized here is the pulse duration. For two-level centres and Gaussian 20 ps pulses the peak is about 0.81 of the short-pulse value at \(2\tau\) and lies about 2 ps after \(2\tau\), while the fitted decay rate remains \(4.000/T_2\), as (e) requires. The others are smaller:

- The optical depth at line centre is 0.013, an upper value because \(d\) is one. It follows from the weak-field average \(\bar p=\tfrac i2\Omega\pi g(0)\), which gives \(\pi\omega Nd^2g(0)L/(\varepsilon_0\hbar nc)\).
- Since \(|2\mathbf k_2-\mathbf k_1|=k\sqrt{5-4\cos\alpha}\) differs from \(k\), an internal beam angle \(\alpha=2^\circ\) multiplies the intensity by 0.995.
- Phonon memory, estimated as \(\hbar/k_BT=1.9\) ps, multiplies the intensity by 1.008.
- A \(\pi\) pulse detuned by 50 GHz excites a fraction of order \(10^{-5}\) of an equally strong neighbouring line if relaxation is ignored, which is the value in the numerical output. With \(T_2=1000\) ps, pure dephasing during the pulse raises the fraction to about \(10^{-3}\).
- That line shares the excited level with the driven one, so the centre is a three-level system and (e) holds only approximately. For an equally strong line and the same splitting in all centres, the relative peak varies between about 0.80 and 0.82, and its time between about \(-1\) and \(+7\) ps from \(2\tau\), as \(\tau\) goes from 500 to 515 ps. A weaker line gives a smaller variation.
- The local-field shift, estimated as \(Nd^2/(3\varepsilon_0n^2\hbar)\), is about \(5\times10^{-4}\) of \(1/T_2\). The estimate depends on how the host's local field is treated: a Lorentz field with \(d\) taken as the bare dipole gives about \(7\times10^{-3}\), which is still small.
- The peak field of the \(\pi\) pulse is 0.003 MV/cm. A smaller \(d\) would need a proportionally larger field, but breakdown, roughly of order 10 MV/cm, is more than a thousand times higher.

*Relation to real samples.* The 10 GHz width describes a fairly uniform crystal; strained samples can be much broader, and a 20 ps pulse would then address part of the line. The decay is set by \(T_2\), which depends on temperature and sample. With no pure dephasing, and no phonon transitions between the ground branches or between the excited branches, \(T_2=2T_1=3400\) ps, and the intensity decay time would be 850 ps instead of 250 ps. Such transitions shorten \(T_2\) further. If \(T_2\) were 500 ps, the relative intensity at \(\tau=500\) ps would fall from 0.135 to 0.018. Slow frequency drift would instead bend the logarithmic plot of intensity against \(\tau\), as in (f), so its straightness should be examined before a \(T_2\) is quoted. The numerical output lists the inputs and the main computed values.

## Numbers as computed

```
wavelength (rough): 737 nm
ground splitting (rough): 50 GHz
lifetime T1 (rough): 1700 ps
refractive index (rough): 2.4
coherence time T2 (chosen): 1000 ps
inhomogeneous FWHM (chosen): 10 GHz
temperature: 4 K
centre density: 1.0e+13 cm^-3
layer thickness: 10 um
beam angle inside crystal: 2.0 deg
pulse intensity FWHM: 20 ps
sigma: 0.02668 rad/ps
sigma*T2: 26.68
sigma*tau at 500 ps: 13.34
tau 250 ps: echo at 500 ps, I/I(tau=0) = 0.36788
tau 500 ps: echo at 1000 ps, I/I(tau=0) = 0.13534
tau 1000 ps: echo at 2000 ps, I/I(tau=0) = 0.01832
fitted intensity decay rate * T2: 4.00000
intensity decay time T2/4: 250.00 ps
peak minus 2 tau, short pulses: -1.405 ps
peak intensity / value at 2 tau: 1.00141
integrated-signal rate*T2, tau from 500 to 600 ps:
  sigma*T2 = 0.10: 2.0010
  sigma*T2 = 1.00: 2.2429
  sigma*T2 = 26.68: 4.0000
dipole, upper estimate: 5.900e-29 C m
dipole along [001]: 3.406e-29 C m
share in lower ground branch: 0.646
thermal factor in echo intensity: 0.417
echo field at tau = 500 ps: 162.3 V/m
echo intensity, tau = 500 ps: 8.390e-03 W/cm2
finite pulses: rate * T2: 4.00000
finite pulses: peak / short-pulse I(2 tau): 0.805
finite pulses: peak minus 2 tau: 2 ps (1 ps grid)
change of peak, 40 to 80 slices: 6.5e-04
neighbour line excited by pi pulse: 1.4e-05
peak field of pi pulse: 3.23e-03 MV/cm
optical depth at line centre: 0.0134
phase-matching factor: 0.9948
local-field shift * T2: 4.6e-04
thermal memory time hbar/kT: 1.91 ps
memory factor in intensity: 1.0081
long memory: exponent ratio for doubled tau: 7.940
```
